\section*{Crack-length-independent interfacial release rate in a symmetric four-point-bend sandwich}

\section{What dimensions and translation fix}

Two equal elastic arms, each of thickness $h$ and width $b$, are bonded face to face by a film much thinner than $h$. The sandwich rests on two outer rollers and is pressed down by two inner rollers. A notch cuts through the lower arm at midspan, and from its root two equal cracks of length $a$ run outwards along the interface. The release rate $G$ is the energy made available per unit of new crack area at one tip.

Let $P$ be the total load and $L$ the horizontal distance from an inner roller to the nearest outer one. Each outer roller pushes up with $P/2$. At a section between the inner rollers, a distance $d$ inside the nearest one, the moment is
\begin{equation}
M=\frac P2(L+d)-\frac P2\,d=\frac{PL}{2}.
\end{equation}
It does not depend on $d$, and the shear force is zero. Here $M$ is the total moment on the section, positive when it stretches the lower face.

In linear elasticity all stresses are proportional to $M/b$, so $G$ is proportional to $(M/b)^2$ and inversely proportional to a modulus $E'$. The units are N for $M/b$, N/m$^2$ for $E'$ and N/m for $G$. A power $h^{-3}$ is needed to match them:
\begin{equation}
G=c\,\frac{M^2}{E'b^2h^3}.\label{eq:dim}
\end{equation}
The number $c$ may still depend on ratios such as $a/h$. If the tip is far from notch and rollers, however, moving it by $da$ leaves its surroundings unchanged: the same uniform bonded beam lies ahead, the same separated arms lie behind, and the moment is the same. Then $c$ cannot depend on $a$. What remains is to find $c$, and how far is far enough.

\section{The simple case: one bent arm}

In a beam of curvature $\kappa$ the strain at distance $z$ from the mid-plane is $\kappa z$, and the stress is $E'\kappa z$. The moment is
\begin{equation}
M=\int_{-h/2}^{h/2}E'\kappa z^2\,b\,dz=E'I\kappa,\qquad I=\frac{bh^3}{12}.
\end{equation}
The energy per unit length is
\begin{equation}
u=\int_{-h/2}^{h/2}\frac12E'\kappa^2z^2\,b\,dz=\frac12E'I\kappa^2=\frac{M^2}{2E'I}.\label{eq:u}
\end{equation}

The modulus depends on sideways strain. If the bar cannot strain across its width, the transverse stress is $\sigma_y=\nu\sigma_x$, so that $\varepsilon_x=(\sigma_x-\nu\sigma_y)/E=(1-\nu^2)\sigma_x/E$ and $E'=E/(1-\nu^2)$. A narrow bar that curls freely has $\sigma_y=0$ and $E'=E$.

As a limit, take two arms that slide freely on each other and share $M$ equally. Their energy is $2(M/2)^2/(2E'I)=M^2/(4E'I)$. Bonded, they form one beam of thickness $2h$ with
\begin{equation}
I_2=\frac{b(2h)^3}{12}=8I,
\end{equation}
and energy $M^2/(16E'I)$. Bonding lowers the energy at given moment by a factor of 4, and a crack that separates the arms removes this gain in stiffness.

\section{From stored energy to release rate}

Let $\delta$ be the displacement of the inner rollers relative to the outer ones, and $C=\delta/P$ the compliance. The stored energy is $U=\frac12P\delta=\frac12CP^2$. If the crack grows at fixed $P$, the load does work $P\,d\delta=P^2dC$, while the stored energy rises by $\frac12P^2dC$. The other half is released:
\begin{equation}
dW_{\rm released}=\tfrac12P^2\,dC=+\,dU\big|_P.\label{eq:clap}
\end{equation}
At fixed $\delta$ no work is done, and $U=\delta^2/(2C)$ falls by $\delta^2dC/(2C^2)=\frac12P^2dC$. The two conditions give the same release.

Now let the arms behind a tip carry moments $M_1$ and $M_2$ and no axial force. Ahead of the tip the bonded beam carries $M_1+M_2$. An advance $da$ replaces a length $da$ of bonded beam by separated arms. The distorted region around the tip moves along unchanged, so its energy cancels from the difference. From \eqref{eq:u} and \eqref{eq:clap},
\begin{align}
bG&=\frac{M_1^2+M_2^2}{2E'I}-\frac{(M_1+M_2)^2}{2E'\,8I},\\
G&=\frac{6}{E'b^2h^3}\left[M_1^2+M_2^2-\frac{(M_1+M_2)^2}{8}\right],\label{eq:two}
\end{align}
where $1/(2bI)=6/(b^2h^3)$ was used.

If the arms are pulled open by opposite moments, $M_2=-M_1$, the bonded part is unloaded and $G=12M_1^2/(E'b^2h^3)$, which is the full energy of two bent arms.

\section{The notched sandwich}

The notched arm ends at a free face, and nothing touches it between that face and the tip. It therefore carries neither force nor moment. The intact arm carries the whole moment, and no axial force because the loads are vertical. Setting $M_1=M$ and $M_2=0$ in \eqref{eq:two},
\begin{equation}
G=\frac{6M^2}{E'b^2h^3}\left(1-\frac18\right)=\frac{21}{4}\,\frac{M^2}{E'b^2h^3}.\label{eq:G}
\end{equation}
So $c=21/4$. With $M^2=P^2L^2/4$,
\begin{equation}
G=\frac{21P^2L^2}{16E'b^2h^3}.
\end{equation}
This is the value for each tip. $M$ is the total moment, not a moment applied to each arm separately.

The crack must also be open. Behind the tip the notched arm is straight, while the intact arm above it curves upwards with $\kappa=M/(E'I)$. At distance $\xi$ behind the tip this curvature contributes a gap $\kappa\xi^2/2>0$. With the notch on the compressed side the sign reverses, the free end of the notched arm presses against the intact arm, and \eqref{eq:G} does not apply.

\subsection*{Unequal arms as a check}

Let the intact arm have thickness $h_1$ and the notched arm $h_2$, with the same modulus. The same energy difference gives
\begin{equation}
G=\frac{6M^2}{E'b^2}\left[\frac1{h_1^3}-\frac1{(h_1+h_2)^3}\right].
\end{equation}
For $h_1=h_2=h$ this is \eqref{eq:G}. For $h_2\gg h_1$ the second term vanishes, and the full energy of the intact arm is released. For $h_2\ll h_1$, $(h_1+h_2)^{-3}\approx h_1^{-3}(1-3h_2/h_1)$, and
\begin{equation}
G\approx\frac{18M^2h_2}{E'b^2h_1^4}=\frac{\sigma_s^2}{2E'}\,h_2,\qquad \sigma_s=\frac{6M}{bh_1^2}.
\end{equation}
Here $\sigma_s$ is the surface stress of the beam. A thin strip that peels off a bent beam gives up its own strain energy density times its thickness, as it should.

\section{Opening and sliding}

The arms are mirror images in the interface, so the loading can be split into two parts:
\begin{equation}
(M,0)=\left(\tfrac M2,-\tfrac M2\right)+\left(\tfrac M2,\tfrac M2\right).
\end{equation}
The first part is mirror-symmetric and opens the crack without sliding. The second is antisymmetric and slides the faces without opening them. The work of normal forces on sliding, and of shear forces on opening, is zero, so the two release rates add. From \eqref{eq:two},
\begin{align}
G_I&=\frac{6M^2}{E'b^2h^3}\left(\frac14+\frac14-0\right)=3\,\frac{M^2}{E'b^2h^3},\\
G_{II}&=\frac{6M^2}{E'b^2h^3}\left(\frac14+\frac14-\frac18\right)=\frac94\,\frac{M^2}{E'b^2h^3}.
\end{align}
Their sum is again $21/4$. In isotropic arms each part is the square of its stress intensity divided by $E'$, so the mode angle satisfies $\tan\psi=\sqrt{G_{II}/G_I}=\sqrt3/2$, or $\psi=40.9^\circ$. The test thus measures a mixed-mode toughness. This angle belongs to identical isotropic arms with the film ignored; the local angle at a real film interface is not calculated here.

\section{A low-k film between silicon arms}

Take $h=0.75$ mm, $b=5$ mm, $L=10$ mm, $P=8$ N, and 10 mm from the notch to each inner roller. The arms are cut along $\langle110\rangle$ from (001) wafers. Rough elastic constants of silicon, $c_{11}=166$, $c_{12}=64$ and $c_{44}=80$ GPa, give $E=169.7$ GPa, $\nu=0.061$ and $E'=170.3$ GPa for this direction. Then
\begin{align}
M&=\tfrac12(8\ \text{N})(10\ \text{mm})=40\ \text{N\,mm},\\
\frac{M^2}{E'b^2h^3}&=\frac{(40)^2}{(170.3\times10^3)(5)^2(0.75)^3}\ \frac{\text{N}}{\text{mm}}=0.891\ \text{J/m}^2,\\
G&=5.25\times0.891\ \text{J/m}^2=4.68\ \text{J/m}^2,
\end{align}
of which 2.67 J/m$^2$ is opening and 2.00 J/m$^2$ sliding.

A plane-strain finite-element model of half the specimen tests the result without beam theory. It has point loads at the rollers and isotropic arms with the same $E'$ and a Poisson ratio of 0.25. The interface is released in steps of 0.125 mm, and $G$ follows from the forces and displacements of the released nodes. For a tip at 5.06 mm it gives 4.676 J/m$^2$, equal to the formula to the digits printed, and the same two mode parts. For cracks of 3.1, 5.1 and 7.1 mm the gap is positive at every node of the crack faces.

\subsection*{Where the plateau begins and ends}

The load is held at 8 N while the crack length is varied:
\begin{center}
\begin{tabular}{rrr}
$a$ (mm) & $a/h$ & $G_{\rm FE}/G$\\
0.19 & 0.25 & 0.948\\
0.44 & 0.58 & 0.995\\
0.81 & 1.08 & 1.000\\
7.06 & 9.42 & 1.000\\
8.56 & 11.42 & 1.002\\
9.56 & 12.75 & 0.993\\
15.06 & 20.08 & 0.212
\end{tabular}
\end{center}
The first entry belongs to a crack only one or two elements long; on finer meshes it rises by about 1\%, to 0.96. In this plane-strain model, with an ideally narrow notch, the plateau is reached after about one arm thickness. It still holds 2.9 mm, or about $4h$, before the inner roller at 10 mm. At the two tabulated points closer to the roller, 8.56 and 9.56 mm, the change is below 1\%. Closer still it grows quickly, to about $-2\%$ at 9.75 mm and $-6\%$ under the roller.

Beyond the roller the moment falls linearly to zero at the outer roller. At 15.06 mm it is $1-5.06/10=0.494$ of its plateau value, which by \eqref{eq:G} would give $0.494^2=0.244$. The calculated ratio is 0.212 (0.211 on a finer mesh). Equation \eqref{eq:G} was derived without a shear force at the tip, and one acts here, so exact agreement is not expected.

The finite elements also show what the beam picture omits at the tip. The intact arm turns there by an extra 0.39 mrad, a value that rises by about 5\%, to 0.41 mrad, on finer meshes, because the material ahead of the tip deforms elastically. The rotation is the same for cracks of 3 mm and 5 mm. It adds a constant to the displacement, and a constant does not contribute to $dC/da$.

\subsection*{Reading the load curve}

If both tips advance by $da$, the released energy is $2bG\,da=\frac12P\,d\delta$ at fixed load, so
\begin{equation}
\frac{d\delta}{da}=\frac{4bG}{P}=\frac{4(5\ \text{mm})(4.676\times10^{-3}\ \text{N/mm})}{8\ \text{N}}=0.0117 .
\end{equation}
The inner rollers move 11.7 $\mu$m for each millimetre of growth at both tips. For an interface of constant toughness $\Gamma$, setting $G=\Gamma$ gives the plateau load
\begin{equation}
P_c=\frac{4b}{L}\sqrt{\frac{E'h^3\Gamma}{21}} .
\end{equation}
In the ideal specimen, with both tips on the plateau, the crack length is not needed to evaluate the test. On the plateau, growth at fixed displacement is stable: $C$ rises, $P=\delta/C$ falls, and $G\propto P^2$ falls with it.

The arms limit the range. Away from the crack tip and the rollers, the largest bending stress in the intact arm is $\sigma=6M/(bh^2)=240/2.81=85$ MPa. The stress concentrated at the tip is higher and is left out of the following estimate. Inserting $M=\sigma bh^2/6$ in \eqref{eq:G},
\begin{equation}
G_{\max}=\frac{21}{4}\,\frac{\sigma^2b^2h^4/36}{E'b^2h^3}=\frac{7\sigma^2h}{48E'} .
\end{equation}
For a rough strength of 300 MPa this is 58 J/m$^2$. The strength of real silicon bars depends strongly on edge damage, and $G_{\max}$ varies as its square.

\section{What the ideal specimen leaves out}

\paragraph{Friction.} During loading the lower face moves outwards over the outer rollers, and the upper face inwards under the inner ones. With friction coefficient $\mu$ and full sliding, forces $\mu P/2$ oppose both motions. They form a couple with lever $2h$ that reduces the moment:
\begin{equation}
M=\frac P2(L-2\mu h),\qquad \frac{G_\mu}{G}=\left(1-\frac{2\mu h}{L}\right)^2 .
\end{equation}
For a rough $\mu=0.1$ the factor is $(1-0.015)^2$, a change of $-3.0\%$. Finite elements with these forces applied give the same change.

\paragraph{Round rollers.} On a surface tilted by a small angle $\theta$, a roller of radius $r$ touches at a point shifted by $r\theta$. Here the inner contacts move outwards and the outer ones inwards, so the lever shrinks at both. The curvature is 1.336 m$^{-1}$ in the intact arm and 0.167 m$^{-1}$ in the bonded part. For $a=5$ mm the slope at the inner roller is therefore $6.68+0.39+0.84=7.91$ mrad. Over the outer span the moment falls linearly to zero, which adds $0.167\times10/2=0.84$ mrad and gives 8.74 mrad. With $r=1.5$ mm the lever loses 25 $\mu$m, which changes $G$ by $-0.5\%$. The contact forces tilt as well. Without friction they are normal to the surface, so they have horizontal parts $P\theta/2$, directed outwards on the upper face and inwards on the lower one. Each acts at a distance $h$ from the interface and reduces the moment, as if the lever lost a further $h\theta$ at each roller. This adds 12.5 $\mu$m, and the total change of $G$ is about $-0.75\%$. The slopes grow with the crack, so this correction runs from about $-0.4\%$ at $a=2$ mm to $-1.0\%$ at $a=8$ mm and tilts the plateau slightly.

\paragraph{Sideways curling.} A bar bent to radius $R$ tends to curl across its width by about $\nu b^2/(8R)$. If this is small compared with $h$, curling needs little stretching and is hardly hindered. Here $b^2/(Rh)=0.04$, so $E$ is the better modulus. This raises $G$ by 0.4\%. Near the tip the stiffer bonded part restrains the curling, so the value with $E$ is reached only when the crack is about as long as the bar is wide; shorter cracks lie between the values with $E'$ and $E$.

\paragraph{The film.} Take a low-k film of 0.5 $\mu$m and 8 GPa and an epoxy layer of 2 $\mu$m and 3 GPa, all rough values. In a layered-beam calculation, adding these layers with their thickness and stiffness, but without stress, changes $G$ by $+0.06\%$. A tensile film stress $\sigma_f$ in a film of thickness $t$ that stays on the intact arm acts at lever $h/2$ and opposes the applied bending with a moment $m_f=\sigma_fth/2$ per width. With $m=M/b$ and $D=E'h^3/12$, the energy term $m^2/(2D)$ becomes $(m-m_f)^2/(2D)$, and to first order in $m_f$
\begin{equation}
\Delta G\approx-\frac{m\,m_f}{D}=-\frac{6m\sigma_ft}{E'h^2} .
\end{equation}
In the bonded part the film lies near the mid-plane and has almost no lever. For 60 MPa, $\Delta G=-0.015$ J/m$^2$, or $-0.3\%$ of $G$.

\paragraph{Cut and thickness.} At the same load, arms cut along $\langle100\rangle$ have $E'=141$ GPa, which in plane strain makes $G$ larger by 20.5\%. For bars that curl freely, as these nearly do, $E$ must be compared instead. Along $\langle100\rangle$ it is $E=(c_{11}-c_{12})(c_{11}+2c_{12})/(c_{11}+c_{12})=130$ GPa, against 169.7 GPa along $\langle110\rangle$, and $G$ is larger by 30\% once the crack is about as long as the bar is wide. For a crack of about 1 mm the excess is about 25\%, so with this cut the width-averaged $G$ still rises by about 4\% between 1 and 5 mm. Arms that are both 10 $\mu$m thicker lower $G$ by 3.9\%, through the cube of $h$. Of the effects sized here, a wrong crystal direction is by far the largest.

\paragraph{Beside a real test.} Arms of about 0.75 mm correspond to full-thickness silicon wafers, and a few J/m$^2$ is the rough range of low-k interfaces. A real interface need not have a single toughness. Moisture can let cracks grow slowly below the fast-fracture value, so the plateau gives the driving force at the crack speed and humidity of that test. The size of this shift depends on the material and is not predicted here. The crack may also leave the intended interface, so the fracture surfaces must be inspected before the number is assigned to it. The numerical output lists the inputs and most of the values used above.

\section*{Calculated quantities}
\begin{verbatim}
arm thickness h = 0.75 mm, width b = 5.0 mm
roller distance L = 10.0 mm, notch to inner roller = 10.0 mm
load P = 8.0 N, moment M = 40.0 N mm
Si c11, c12, c44 (rough) = 166, 64, 80 GPa
<110>: E = 169.7 GPa, nu = 0.0606, E' = 170.3 GPa
I intact arm = 0.1758 mm^4, bonded = 1.4062 mm^4
unit M^2/(E'b^2h^3) = 0.8907 J/m^2
G formula = 4.676 J/m^2
G finite elements, a = 5.06 mm: 4.676 J/m^2
G_I formula = 2.672, FE = 2.672 J/m^2
G_II formula = 2.004, FE = 2.004 J/m^2
mode angle = 40.9 deg, FE = 40.9 deg
a = 0.19 mm, a/h = 0.25: G(FE)/G(formula) = 0.9478
a = 0.44 mm, a/h = 0.58: G(FE)/G(formula) = 0.9952
a = 0.81 mm, a/h = 1.08: G(FE)/G(formula) = 1.0000
a = 1.56 mm, a/h = 2.08: G(FE)/G(formula) = 1.0000
a = 3.06 mm, a/h = 4.08: G(FE)/G(formula) = 1.0000
a = 5.06 mm, a/h = 6.75: G(FE)/G(formula) = 1.0000
a = 7.06 mm, a/h = 9.42: G(FE)/G(formula) = 1.0000
a = 8.56 mm, a/h = 11.42: G(FE)/G(formula) = 1.0015
a = 9.56 mm, a/h = 12.75: G(FE)/G(formula) = 0.9934
a = 15.06 mm, a/h = 20.08: G(FE)/G(formula) = 0.2120
curvature intact arm: formula 1.3360, FE 1.3360 1/m
curvature bonded part: formula 0.1670, FE 0.1670 1/m
curvature notched arm: FE 0.00000 1/m
load-point motion per mm of crack: formula 11.69, FE 11.69 um
peak stress in intact arm = 85.3 MPa
G_max at arm strength 300 MPa (rough) = 57.8 J/m^2
friction 0.1 (rough): G change formula -2.98 %, FE -2.98 %
tip rotation (FE): a = 3 mm 0.393, a = 5 mm 0.393 mrad
slopes at rollers, a = 5 mm: 7.91, 8.74 mrad
roller radius 1.5 mm: lever loss = 25.0 um, G change -0.50 %
curling parameter b^2/(R h) = 0.0445
free sideways curling (E for E'): G change +0.37 %
film 0.5 um, 8 GPa; epoxy 2.0 um, 3 GPa (rough)
film and epoxy compliance: G change +0.06 %
film stress 60 MPa (rough): dG layered = -0.0150, formula = -0.0150 J/m^2
film stress: G change -0.32 %
arms along <100>: E' = 141.3 GPa, G change +20.52 %
both arms 10 um thicker: G change -3.90 %
\end{verbatim}
